# Nonlinear Hall current from the Berry curvature dipole in two dimensions, part 1

(Sections cited here and not found follow in the later parts.)

## 1. The situation

A nonmagnetic conducting layer is driven by a low-frequency in-plane electric field with no magnetic field applied. Time-reversal symmetry forbids a Hall current linear in the field. It does not forbid a transverse current quadratic in the field, which appears as a direct current and as a current at twice the driving frequency. The mechanism is a product of two first-order effects. The field gives every Bloch electron a sideways velocity proportional to the field and to the Berry curvature $\Omega$ of its state. In equilibrium these velocities cancel, because time reversal pairs a state at $\mathbf k$ having curvature $\Omega$ with an equally occupied state at $-\mathbf k$ having curvature $-\Omega$. The same field also displaces the Fermi sea, by an amount proportional to the field and to the relaxation time, so that the two partners are no longer equally occupied. What is left is quadratic in the field and proportional to the first moment of the curvature over the Fermi surface, the Berry curvature dipole. The resulting current is the Sodemann-Fu nonlinear Hall current.

In two dimensions the crystal may have at most one mirror line. That condition is necessary but not sufficient. The exact condition, proved in section 7, is that the point group, acting in the plane, contain no rotation at all. Two mirror lines are excluded because they compose to a rotation, and a mirror-free twofold or threefold axis excludes the dipole just as well. A program that tests the steps, and its output, follow the text.

## 2. Conventions and the velocity of a driven Bloch state

The electron charge is $-e$ with $e>0$; Euler's number is set upright, $\mathrm e$. SI units are used. The field is uniform,
$$\mathbf E(t)=\mathrm{Re}\left(\boldsymbol{\mathcal E}\,\mathrm e^{i\omega t}\right),$$
with a complex amplitude $\boldsymbol{\mathcal E}$, and $\mathbf B=0$. Repeated Cartesian indices are summed, $\partial_a=\partial/\partial k_a$, and $\int_k=\sum_{\rm bands}\int d^dk/(2\pi)^d$ over the Brillouin zone, with $d=2$ or $3$. In $d=2$ the current density is in A/m.

Write $\mathbf E=-\partial_t\mathbf a(t)$. The kinetic momentum is $\mathbf p+e\mathbf a$, the Hamiltonian stays lattice periodic, and a Bloch state with label $\mathbf q$ keeps that label. Its cell-periodic part evolves under $H(\mathbf k)$ with $\mathbf k(t)=\mathbf q+e\mathbf a(t)/\hbar$, so that
$$\hbar\dot{\mathbf k}=-e\mathbf E. \tag{1}$$
The velocity operator is $\partial_aH/\hbar$. Let $H|m\rangle=\varepsilon_m|m\rangle$ at each $\mathbf k$, and let the electron be in a band $n$ that is nondegenerate at the $\mathbf k$ considered. Expanding the state as $\sum_m a_m|m\rangle$ and projecting the Schrödinger equation on $\langle m|$ gives
$$i\hbar\dot a_m+i\hbar\sum_l a_l\langle m|\partial_t l\rangle=\varepsilon_ma_m .$$
For $m\neq n$ put $a_m=c_ma_n$ with $c_m$ of first order in the field. To that order only $l=n$ is kept in the sum, and $i\hbar\dot a_n=\varepsilon_na_n$. If $c_m$ varies slowly on the time scale $\hbar/|\varepsilon_n-\varepsilon_m|$, the term $i\hbar\dot c_m$ is negligible and $i\hbar\dot a_m\simeq\varepsilon_na_m$. This is the adiabatic assumption; it requires $\hbar\omega$ far below the direct gap to every other band. Then
$$c_m=-\frac{i\hbar\,\langle m|\partial_bn\rangle\,\dot k_b}{\varepsilon_n-\varepsilon_m}.$$
Differentiating $H|n\rangle=\varepsilon_n|n\rangle$ and projecting on $\langle n|$ gives $\langle n|\partial_aH|n\rangle=\partial_a\varepsilon_n$; projecting on $\langle m|$ with $m\ne n$ gives
$$\langle m|\partial_aH|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_an\rangle, \tag{2}$$
whose conjugate is $\langle n|\partial_aH|m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_an|m\rangle$. The velocity to first order in the field is therefore
$$\dot r_a=\frac{\partial_a\varepsilon_n}{\hbar}+\frac1\hbar\sum_{m\neq n}\left[c_m\langle n|\partial_aH|m\rangle+\text{c.c.}\right]=\frac{\partial_a\varepsilon_n}{\hbar}+\dot k_b\sum_{m\neq n}\left[-i\langle\partial_an|m\rangle\langle m|\partial_bn\rangle+\text{c.c.}\right].$$
The energy denominators have cancelled. The term $m=n$ may be added to the sum: normalization makes $\langle n|\partial_bn\rangle$ imaginary, so $\langle\partial_an|n\rangle\langle n|\partial_bn\rangle$ is real, and $-i$ times a real number plus its conjugate is zero. Completeness then turns the sum into $-i\langle\partial_an|\partial_bn\rangle+i\langle\partial_bn|\partial_an\rangle$. With the Berry connection $A_a=i\langle n|\partial_an\rangle$ and its curl,
$$\Omega_{ab}=\partial_aA_b-\partial_bA_a=i\langle\partial_an|\partial_bn\rangle-i\langle\partial_bn|\partial_an\rangle=-2\,\mathrm{Im}\langle\partial_an|\partial_bn\rangle=\epsilon_{abd}\Omega_d, \tag{3}$$
the correction is $-\Omega_{ab}\dot k_b=-(\dot{\mathbf k}\times\boldsymbol\Omega)_a$. A change of phase $|n\rangle\to \mathrm e^{i\varphi(\mathbf k)}|n\rangle$ adds $-\partial_a\varphi$ to $A_a$ and leaves $\Omega$ unchanged. Inserting (1),
$$\dot{\mathbf r}=\mathbf v+\frac e\hbar\,\mathbf E\times\boldsymbol\Omega,\qquad \mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon. \tag{4}$$
The overall sign of the final current rests on the sign in (4), and it is tied to the convention $A=+i\langle n|\partial n\rangle$; the opposite convention reverses $\Omega$ and the explicit sign together. The program tests (4) by integrating the Schrödinger equation of the model of section 8 through a Gaussian field pulse of peak strength $10^4$ V/m. At the peak, where $\hbar v\mathbf k=(30,-20)$ meV, the evolved velocity minus the group velocity is $(-99.16,\,145.03)$ m/s and the second term of (4) is $(-99.16,\,144.94)$ m/s. The difference of $0.09$ m/s in the $y$ component is about $5\times10^{-4}$ of the magnitude of the anomalous velocity; that it comes from higher adiabatic orders is a conjecture, since its scaling was not tested.

### Computing the curvature

Three forms are useful. Inserting completeness and (2) in (3) gives the sum over states
$$\Omega_{ab}=-2\,\mathrm{Im}\sum_{m\neq n}\frac{\langle n|\partial_aH|m\rangle\langle m|\partial_bH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2},$$
which needs no smooth choice of phase.

For two bands, $H=d_0+\mathbf d\cdot\boldsymbol\sigma$ with energies $d_0\pm|\mathbf d|$. For the upper band the denominator is $4|\mathbf d|^2$. The identity part of $\partial H$ has no interband element, so the numerator is $\partial_ad_i\,\partial_bd_j\langle+|\sigma_i|-\rangle\langle-|\sigma_j|+\rangle$. Using $|-\rangle\langle-|=1-|+\rangle\langle+|$, $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and $\langle+|\sigma_k|+\rangle=\hat d_k$, the matrix element is $\delta_{ij}-\hat d_i\hat d_j+i\epsilon_{ijk}\hat d_k$. Its imaginary part is $\epsilon_{ijk}\hat d_k$, and
$$\Omega^{(+)}_{xy}=-\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}. \tag{5}$$
The lower band has $\langle\sigma_k\rangle=-\hat d_k$ and the opposite curvature. The scalar $d_0$ does not enter.

The third form uses eigenvectors alone. For a small step, $\langle u_{\mathbf k}|u_{\mathbf k+\boldsymbol\delta}\rangle=1+\delta_a\langle u|\partial_au\rangle=1-i\mathbf A\cdot\boldsymbol\delta\simeq\mathrm e^{-i\mathbf A\cdot\boldsymbol\delta}$. The product of such overlaps around a counterclockwise square of side $h$ has phase $-\oint\mathbf A\cdot d\mathbf k=-\Omega h^2$ by Stokes' theorem, so $\Omega\simeq-\arg\prod_i\langle u_i|u_{i+1}\rangle/h^2$. Arbitrary phases from the diagonalizer cancel, because each vector appears once as a bra and once as a ket. The program tests (5) against this plaquette form for both valleys of the Dirac model and at the point of largest curvature of one lattice model.

## 3. The Boltzmann equation and its exact solution

In a uniform system the occupation $f(\mathbf k,t)$ of each band depends on $\mathbf k$ and $t$ only. The flow (1) is the same at every $\mathbf k$, hence divergence free, and the occupation is carried along it except for collisions. Collisions are modelled by one constant relaxation time $\tau$ toward the equilibrium function $f_0(\varepsilon_{\mathbf k})=1/(\mathrm e^{(\varepsilon-\mu)/k_BT}+1)$:
$$\partial_tf-\frac e\hbar E_b\,\partial_bf=-\frac{f-f_0}\tau. \tag{6}$$
The picture of sharp bands requires $\hbar/\tau$ small compared with the interband gap and with the Fermi energy measured from the band edge. The current is
$$\mathbf j=-e\int_kf\,\dot{\mathbf r}=-e\int_kf\,\mathbf v-\frac{e^2}\hbar\,\mathbf E\times\int_kf\,\boldsymbol\Omega. \tag{7}$$
The first term is called the Drude part and the second the anomalous part.

Equation (6) can be solved to all orders in the field. The trajectory that passes through $\mathbf k$ at time $t$ was, by (1), at $\mathbf k(t')=\mathbf k+(e/\hbar)\int_{t'}^t\mathbf E\,dt''$ at the earlier time $t'$. Along it the left side of (6) is $df/dt'$, so $d(\mathrm e^{t'/\tau}f)/dt'=\mathrm e^{t'/\tau}f_0(\mathbf k(t'))/\tau$. Integrating from $-\infty$ to $t$, with $s=t-t'$,
$$f(\mathbf k,t)=\int_0^\infty\frac{ds}\tau\,\mathrm e^{-s/\tau}f_0\big(\mathbf k+\mathbf Q(t,s)\big),\qquad \mathbf Q=\frac e\hbar\,\mathrm{Re}\left[\boldsymbol{\mathcal E}\,\mathrm e^{i\omega t}\frac{1-\mathrm e^{-i\omega s}}{i\omega}\right]. \tag{8}$$
The distribution is a weighted average of rigidly displaced Fermi seas, the weight being the probability that the last collision happened a time $s$ ago. A rigid displacement conserves $\int_kf$, so (6) with a fixed $\mu$ conserves the particle number. Equation (8) is the reference against which the perturbative result is tested. Since $\mathbf Q$ is periodic in $s$ with period $T_\omega=2\pi/\omega$, the integral folds onto one period: $\int_0^\infty=\sum_{n\ge0}\mathrm e^{-nT_\omega/\tau}\int_0^{T_\omega}=(1-\mathrm e^{-T_\omega/\tau})^{-1}\int_0^{T_\omega}$.

### Orders in the field

Put $f=f_0+f_1+f_2+\dots$. Each order obeys $(\partial_t+1/\tau)f_n=(e/\hbar)E_b\,\partial_bf_{n-1}$. At first order, with $f_1=\mathrm{Re}(f_1^\omega\mathrm e^{i\omega t})$, this reads $(i\omega+1/\tau)f_1^\omega=(e/\hbar)\mathcal E_b\,\partial_bf_0$, so
$$f_1^\omega=\frac{e\tau}{\hbar}\,\frac{\mathcal E_b\,\partial_bf_0}{1+i\omega\tau}. \tag{9}$$
Products of two oscillating real quantities are handled by writing each as half the sum of a term and its conjugate, which gives
$$\mathrm{Re}(X\mathrm e^{i\omega t})\,\mathrm{Re}(Y\mathrm e^{i\omega t})=\tfrac12\mathrm{Re}(XY^*)+\tfrac12\mathrm{Re}(XY\mathrm e^{2i\omega t}). \tag{10}$$
The second-order source is then a constant plus a term at $2\omega$. On a constant, $\partial_t+1/\tau$ acts as $1/\tau$, and at $2\omega$ as $(1+2i\omega\tau)/\tau$. With $f_2=f_2^0+\mathrm{Re}(f_2^{2\omega}\mathrm e^{2i\omega t})$,
$$f_2^0=\left(\frac{e\tau}\hbar\right)^2\mathrm{Re}\left[\frac{\mathcal E_b\mathcal E_c^*}{2(1+i\omega\tau)}\right]\partial_b\partial_cf_0,\qquad f_2^{2\omega}=\left(\frac{e\tau}\hbar\right)^2\frac{\mathcal E_b\mathcal E_c\,\partial_b\partial_cf_0}{2(1+i\omega\tau)(1+2i\omega\tau)}. \tag{11}$$

## 4. What time reversal removes

Collecting powers of the field in (7) gives two terms at first order and two at second order:
$$\mathbf j^{(1)}=-e\int_kf_1\mathbf v-\frac{e^2}\hbar\mathbf E\times\int_kf_0\boldsymbol\Omega,\qquad \mathbf j^{(2)}=-e\int_kf_2\mathbf v-\frac{e^2}\hbar\mathbf E\times\int_kf_1\boldsymbol\Omega .$$
Integration by parts over the Brillouin zone has no boundary term, because $\varepsilon$, $f_0$ and $\Omega$ are periodic; in a continuum model the decay of $f_0$ at large $k$ does the same. One integration turns the first term into the Drude conductivity,
$$\sigma_{ab}(\omega)=\frac{e^2\tau}{\hbar^2(1+i\omega\tau)}\int_kf_0\,\partial_a\partial_b\varepsilon, \tag{12}$$
where the minus sign of the charge and the minus sign of the partial integration have cancelled. Two integrations, whose signs cancel each other, turn the second-order Drude term into
$$j_a^{2\omega,\rm Drude}=-\frac{e^3\tau^2}{2\hbar^3}\,\frac{\mathcal E_b\mathcal E_c}{(1+i\omega\tau)(1+2i\omega\tau)}\int_kf_0\,\partial_a\partial_b\partial_c\varepsilon, \tag{13}$$
and the rectified part contains the same integral.

Let $\Theta$ be the antiunitary time-reversal operator and suppose $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$. Then $\Theta|u_{n\mathbf k}\rangle$ is an eigenstate at $-\mathbf k$ with the same energy, in a band $\bar n$ which may be $n$ itself or a partner of opposite spin or valley. So $\varepsilon_{\bar n}(-\mathbf k)=\varepsilon_n(\mathbf k)$. For the curvature, evaluate (3) for band $\bar n$ at $\mathbf k'=-\mathbf k$ with the state $\Theta|u_{n\mathbf k}\rangle$. The two derivatives with respect to $\mathbf k'$ give two minus signs that cancel, and antiunitarity gives $\langle\Theta\phi|\Theta\psi\rangle=\langle\phi|\psi\rangle^*$, which reverses the imaginary part:
$$\Omega_{\bar n}(-\mathbf k)=-\Omega_n(\mathbf k).$$
Under the substitution $(n,\mathbf k)\to(\bar n,-\mathbf k)$ in $\int_k$, $f_0$ is even and each derivative is odd. The integrand $f_0\,\partial^3\varepsilon$ of (13) is odd, and so is the integrand $f_0\Omega$ of the linear Hall term; both integrals vanish. The integrand $\Omega\,\partial f_0$ of the last term is even and is not constrained. The powers of $\tau$ follow the same pattern: the terms of order $\tau^0$ and $\tau^2$ vanish and the two terms of order $\tau$ survive.

Within (6) and (7) the statement extends to all orders. Define $\mathbf G(\mathbf Q)=\int_kf_0(\mathbf k+\mathbf Q)\mathbf v(\mathbf k)$ and $\mathbf B(\mathbf Q)=\int_kf_0(\mathbf k+\mathbf Q)\boldsymbol\Omega(\mathbf k)$. The same substitution gives $\mathbf G(\mathbf Q)=-\mathbf G(-\mathbf Q)$ and $\mathbf B(\mathbf Q)=-\mathbf B(-\mathbf Q)$. Advancing $t$ by half a period reverses $\mathbf E$ and $\mathbf Q$. The Drude current, an average of $\mathbf G$, changes sign and has only odd harmonics; the anomalous current, $\mathbf E\times\mathbf B$, is unchanged and has only even harmonics. In this model every even harmonic of a time-reversal-symmetric conductor is of Berry-curvature origin.

## 5. The nonlinear Hall tensor

Define the Berry curvature dipole
$$D_{bd}=\int_kf_0\,\partial_b\Omega_d=-\int_k\Omega_d\,\partial_bf_0=\int_k\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\Omega_d\,\partial_b\varepsilon. \tag{14}$$
The first form is the Fermi-sea form and the last is the Fermi-surface form. The last shows that only states within a few $k_BT$ of $\mu$ contribute, so a filled band and an insulator have no dipole. $\Omega$ has the dimension of an area, so $D$ is dimensionless in $d=3$ and a length in $d=2$.

In components the surviving second-order term is $j_a=-(e^2/\hbar)\,\epsilon_{acd}E_c\int_k\Omega_df_1$. By (9) and (14),
$$\int_k\Omega_df_1^\omega=\frac{e\tau}{\hbar}\frac{\mathcal E_b}{1+i\omega\tau}\int_k\Omega_d\,\partial_bf_0=-\frac{e\tau}\hbar\frac{\mathcal E_bD_{bd}}{1+i\omega\tau}.$$
The two minus signs cancel:
$$j_a(t)=\frac{e^3\tau}{\hbar^2}\,\epsilon_{acd}D_{bd}\;\mathrm{Re}\left[\frac{\mathcal E_b\,\mathrm e^{i\omega t}}{1+i\omega\tau}\right]\mathrm{Re}\left[\mathcal E_c\,\mathrm e^{i\omega t}\right]. \tag{15}$$
Applying (10) with $X=\mathcal E_b/(1+i\omega\tau)$ and $Y=\mathcal E_c$ supplies the factor $\tfrac12$, and $\epsilon_{acd}=-\epsilon_{adc}$. The result is
$$j_a=\mathrm{Re}\left(j_a^0+j_a^{2\omega}\mathrm e^{2i\omega t}\right),\qquad j_a^0=\chi_{abc}\mathcal E_b\mathcal E_c^*,\qquad j_a^{2\omega}=\chi_{abc}\mathcal E_b\mathcal E_c,$$
$$\chi_{abc}=-\epsilon_{adc}\,P(\omega)\,D_{bd},\qquad P(\omega)=\frac{e^3\tau}{2\hbar^2(1+i\omega\tau)}. \tag{16}$$
The order of the indices matters for $j^0$. The index $b$ belongs to the field that displaces the distribution, which responds with the lag $1/(1+i\omega\tau)$, and $c$ belongs to the field that produces the anomalous velocity, which responds at once; the conjugate goes on $\mathcal E_c$. Only the real part of $j^0$ is physical. From (15), $j_a(t)E_a(t)\propto\epsilon_{acd}E_aE_c=0$ at every instant, so this current does no work. It nevertheless carries a factor $\tau$, because the displaced distribution (9) on which it depends is set by the balance between the field and the collisions.

The Hall current quadratic in the field has now been expressed through the Berry curvature dipole, in (16). What remains is its form in two dimensions, its dependence on polarization and frequency, the point groups that allow it, and its size in a model, together with the limits of the treatment.
